\section*{Ballistic and Diffusive Conductance Anisotropy of an Ellipsoidal Fermi Surface}

\section*{The problem}

A metal has one closed Fermi surface, and its electrons obey
\begin{equation}
E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right),
\label{band}
\end{equation}
with two spin states for each $\mathbf k$. Two experiments are imagined for each of the directions $x$ and $z$.

In the first, the conductor is much longer than the mean free path. Its conductivity is $\sigma_x$ or $\sigma_z$, and every electron has the same relaxation time $\tau$. In the second, the conductor is so short that electrons cross it without scattering. It joins two wide planar reservoirs, and every electron that enters is transmitted. Its conductance per unit of contact area is $g_x$ or $g_z$. The Fermi energy $E_F$ is the same throughout.

\begin{enumerate}
\item Find $\sigma_z/\sigma_x$ and $g_z/g_x$. How are they related?
\item Evaluate both for $m_x=m_y=1.3\,m_e$, $m_z=1.0\,m_e$, $E_F=8$ eV and $\tau=5$ fs.
\item Does the relation survive when the current flows along a tilted direction, when the metal has two Fermi-surface sheets, and in a wire 10 nm wide?
\end{enumerate}

\section*{A tempting solution}

The diffusive part is the Drude formula with the mass of the transport direction, $\sigma_i=Ne^2\tau/m_i$, where $N$ is the electron density. Hence $\sigma_z/\sigma_x=m_x/m_z$.

For the ballistic part, recall the result for a spherical Fermi surface of radius $k_F$. Each mode contributes $2e^2/h$, and there are $k_F^2/(4\pi)$ modes per unit area, so
\begin{equation}
g=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}.
\label{sphere}
\end{equation}
In the ellipsoid the Fermi wavevector depends on direction. Along axis $i$ it is the semi-axis
\begin{equation}
K_i=\frac{\sqrt{2m_iE_F}}{\hbar},
\label{semi}
\end{equation}
found by setting the other two components of $\mathbf k$ to zero in \eqref{band}. Putting $K_x$ into \eqref{sphere} for transport along $x$, and $K_z$ for transport along $z$, gives
\begin{equation}
\frac{g_z}{g_x}=\frac{K_z^2}{K_x^2}=\frac{m_z}{m_x}\qquad\text{(wrong)}.
\label{wrong}
\end{equation}
The ballistic anisotropy would then be the inverse of the diffusive one. For the given masses it would be $1/1.3=0.77$: the axis that conducts better in a long conductor would conduct worse in a short one.

\section*{Where it fails}

The diffusive part is right, though it still needs a derivation. The fault lies in the use of \eqref{sphere}. A mode is labelled by the wavevector components \emph{transverse} to the current. For transport along $z$ these are $k_x$ and $k_y$, so the number of modes depends on the extent of the Fermi surface along $x$ and $y$. The semi-axis $K_z$ does not enter. For a sphere all three semi-axes are equal, so testing \eqref{wrong} on a sphere cannot reveal the mistake.

A limit does reveal it. Let $m_x$ grow while the electron density, $m_y$ and $m_z$ are held fixed. The density is proportional to the volume $K_xK_yK_z\propto E_F^{3/2}\sqrt{m_xm_ym_z}$, so $E_F\propto m_x^{-1/3}$. The tempting rule then gives $g_x\propto K_x^2\propto m_xE_F\propto m_x^{2/3}$. Electrons that become ever heavier along $x$ would carry ever more current along $x$, although their largest speed in that direction, $\sqrt{2E_F/m_x}$, goes to zero.

\section*{The ballistic conductance}

Consider transport along $x$. States with $v_x>0$ are filled by the left reservoir and states with $v_x<0$ by the right one. A small voltage $V$ raises the electron energies on the left by $eV$ relative to the right. At low temperature the unbalanced occupation of the right-moving states is $eV\,\delta(E-E_F)$. Multiplying by the charge $e$, the velocity and the density of states in $\mathbf k$ space, and dividing by $V$, we get the magnitude
\begin{equation}
g_x=2e^2\int\!\frac{d^3k}{(2\pi)^3}\,v_x\,\theta(v_x)\,\delta(E-E_F),
\label{gdef}
\end{equation}
where $\theta$ is the step function and the factor 2 counts spin.

Do the $k_x$ integral first, at fixed $k_y$ and $k_z$. Since $v_x=\hbar^{-1}\partial E/\partial k_x$, we have $v_x\,dk_x=dE/\hbar$, and
\begin{equation}
\int dk_x\,v_x\,\theta(v_x)\,\delta(E-E_F)=\frac1\hbar\int dE\,\delta(E-E_F)=\frac1\hbar ,
\end{equation}
provided that some right-moving state with these $k_y,k_z$ has energy $E_F$. Otherwise the integral is zero. The velocity has cancelled against the density of states along $k_x$: slow electrons carry less current each, but there are more of them per unit energy.

What remains is the area $S_x$ of the region of $(k_y,k_z)$ for which such a state exists. This is the shadow of the Fermi surface cast along $x$. With $(2\pi)^3\hbar=4\pi^2h$,
\begin{equation}
g_x=\frac{2e^2}{h}\,\frac{S_x}{4\pi^2}.
\end{equation}
A state exists when $k_y^2/K_y^2+k_z^2/K_z^2<1$, because the rest of the energy can then be supplied by $k_x$. The shadow is an ellipse of area $S_x=\pi K_yK_z$. Using $h=2\pi\hbar$, and repeating the argument for $z$,
\begin{equation}
g_x=\frac{e^2K_yK_z}{4\pi^2\hbar},\qquad
g_z=\frac{e^2K_xK_y}{4\pi^2\hbar}.
\label{g}
\end{equation}
The common factor $K_y$ cancels in the ratio, and with it $m_y$:
\begin{equation}
\frac{g_z}{g_x}=\frac{K_x}{K_z}=\sqrt{\frac{m_x}{m_z}} .
\label{gratio}
\end{equation}

The limit of large $m_x$ now behaves properly. At fixed density $g_x\propto K_yK_z\propto E_F\propto m_x^{-1/3}$, which goes to zero. At fixed $E_F$, by contrast, $g_x$ does not depend on $m_x$ at all. The falling speed is then compensated by a growing number of electrons, as the ellipsoid lengthens along $k_x$. In a crystal the Brillouin zone ends this growth, and the ellipsoidal model ends with it.

\section*{The diffusive conductivity}

Let a weak field $\mathcal E$ act along axis $i$. The force on an electron is $-e\mathcal E$, and in the steady state the occupation is displaced from its equilibrium value $f_0$ by the force acting for a time $\tau$:
\begin{equation}
\delta f=-\tau\,\frac{(-e\mathcal E)}{\hbar}\frac{\partial f_0}{\partial k_i}
=e\mathcal E\tau\,v_i\frac{\partial f_0}{\partial E}.
\end{equation}
The current density is $-e$ times the sum of $v_i\,\delta f$ over states. At low temperature $\partial f_0/\partial E=-\delta(E-E_F)$, and the two minus signs cancel:
\begin{equation}
\sigma_i=2e^2\tau\int\!\frac{d^3k}{(2\pi)^3}\,v_i^2\,\delta(E-E_F).
\label{sdef}
\end{equation}

To evaluate this, stretch the axes by $k_i=K_iu_i$. The energy becomes $E=E_Fu^2$, so the Fermi surface becomes the unit sphere. The other ingredients are
\begin{equation}
d^3k=K_xK_yK_z\,d^3u,\qquad
\delta(E-E_F)=\frac{\delta(u-1)}{2E_F},\qquad
v_i=\frac{\hbar K_i}{m_i}u_i=V_iu_i ,
\end{equation}
where $V_i=\sqrt{2E_F/m_i}$ is the largest speed along axis $i$. The integral of $u_i^2$ over the unit sphere is $4\pi/3$, one third of the full solid angle. Therefore
\begin{align}
\sigma_i&=\frac{2e^2\tau}{8\pi^3}\,K_xK_yK_z\,\frac{V_i^2}{2E_F}\,\frac{4\pi}{3}
=\frac{e^2\tau K_xK_yK_z}{6\pi^2E_F}\,V_i^2 \label{sV}\\
&=\frac{Ne^2\tau}{m_i},\qquad N=\frac{K_xK_yK_z}{3\pi^2}.
\end{align}
The last line uses $V_i^2=2E_F/m_i$. The quantity $N$ is the electron density, since $2\cdot\frac{4\pi}{3}K_xK_yK_z/(2\pi)^3$ has this value. Thus $\sigma_z/\sigma_x=m_x/m_z$, and comparison with \eqref{gratio} answers the first question:
\begin{equation}
\boxed{\;\frac{g_z}{g_x}=\sqrt{\frac{\sigma_z}{\sigma_x}}=\sqrt{\frac{m_x}{m_z}}\;}
\label{law}
\end{equation}

\section*{Why a square root}

The same stretching applied to \eqref{gdef} shows where the root comes from. The integral of $u_i$ over the hemisphere $u_i>0$ is $2\pi\int_0^1c\,dc=\pi$, so
\begin{equation}
g_i=\frac{2e^2}{8\pi^3}\,K_xK_yK_z\,\frac{V_i}{2E_F}\,\pi
=\frac{e^2K_xK_yK_z}{8\pi^2E_F}\,V_i .
\label{gV}
\end{equation}
Since $V_i/E_F=2/(\hbar K_i)$, this agrees with \eqref{g}. All dependence on direction now sits in $V_i$, which appears once in \eqref{gV} and twice in \eqref{sV}. In a ballistic conductor the velocity enters once, as the rate at which electrons cross. In a diffusive conductor it enters a second time, because the energy gained from the field during $\tau$ is also proportional to velocity.

Dividing \eqref{sV} by \eqref{gV} gives a length,
\begin{equation}
\ell_i=\frac{\sigma_i}{g_i}=\frac{8}{6}\,V_i\tau=\frac43V_i\tau .
\label{ell}
\end{equation}
For a conductor of length $L$ the diffusive resistance times area is $L/\sigma_i$, and the ballistic one is $1/g_i$. They are equal at $L=\ell_i$. The ballistic ratio applies for $L\ll\ell_i$ and the diffusive ratio for $L\gg\ell_i$.

\section*{Numbers}

Equation \eqref{semi} gives $K_x=K_y=16.522$ nm$^{-1}$ and $K_z=14.491$ nm$^{-1}$. The electron density is
\begin{equation}
N=\frac{16.522^2\times14.491}{3\pi^2}\ \text{nm}^{-3}=133.6\ \text{nm}^{-3}.
\end{equation}
The Drude formula then gives resistivities of 6.91 $\mu\Omega\,$cm along $x$ and 5.31 $\mu\Omega\,$cm along $z$, and $\sigma_z/\sigma_x=1.300$.

For the ballistic conductances, $e^2/(4\pi^2\hbar)=6.166\times10^{-3}$ mS, so
\begin{align}
g_x&=6.166\times10^{-3}\times16.522\times14.491=1.476\ \text{mS/nm}^2,\\
g_z&=6.166\times10^{-3}\times16.522^2=1.683\ \text{mS/nm}^2 .
\end{align}
Their ratio is $1.140=\sqrt{1.300}$. The $z$ axis is the better conductor in both regimes, by 30\% in the long conductor and by 14\% in the short one. Direct integration of \eqref{gdef} and \eqref{sdef} over the unstretched Fermi surface gives the same ratios; the values are in the numerical output.

The largest speeds are 1.471 nm/fs along $x$ and 1.678 nm/fs along $z$. From \eqref{ell} the crossover lengths are $\ell_x=\frac43\times1.471\times5=9.8$ nm and $\ell_z=11.2$ nm.

\section*{A tilted direction}

Let the contacts be normal to a unit vector $\mathbf n$ that is not a principal axis. The velocity along $\mathbf n$ is
\begin{equation}
\mathbf v\cdot\mathbf n=\sum_iV_in_iu_i=V_n\,(\mathbf u\cdot\mathbf a),\qquad
V_n=\sqrt{\sum_iV_i^2n_i^2}=\sqrt{2E_F\sum_i\frac{n_i^2}{m_i}},
\end{equation}
where $\mathbf a$ is the unit vector with components $V_in_i/V_n$. The unit sphere looks the same from every direction, so the integrals over $\mathbf u$ are unchanged. Equations \eqref{sV} and \eqref{gV} hold with $V_n$ in place of $V_i$, and the square-root law survives.

As a test with strong anisotropy, take masses $(0.2,0.7,3.0)\,m_e$ and $\mathbf n=(1,2,2)/3$. Then $\sum_in_i^2/m_i=0.556+0.635+0.148=1.339$ in units of $1/m_e$, against $1/m_x=5$. The law predicts $g_n/g_x=\sqrt{1.339/5}=0.517$. A direct count of the transverse wavevectors that have a propagating state at $E_F$ also gives 0.517.

The conductivity meant here is $\sigma_{nn}$, the response to a field along $\mathbf n$, as between wide planar contacts. In a long, narrow wire it is the current that must follow $\mathbf n$, and a transverse field builds up. The relevant quantity is then $1/\rho_{nn}=Ne^2\tau/\sum_im_in_i^2$, which differs from $\sigma_{nn}$ unless $\mathbf n$ is a principal axis or the masses involved are equal. The ballistic count changes in the same way. In a smooth-walled wire longer than it is wide, minimising \eqref{band} over the transverse wavevector at fixed $k_n=\mathbf k\cdot\mathbf n$ leaves $\hbar^2k_n^2/(2\sum_im_in_i^2)$. The rest of the energy is the quadratic form of the plane $k_n=0$ in a shifted transverse wavevector, and this is what the walls quantise. The number of modes is therefore set by the central section of the ellipsoid normal to $\mathbf n$, of area $\pi K_xK_yK_z/\sqrt{\sum_iK_i^2n_i^2}$, and not by its shadow. This area varies with direction as $1/\sqrt{\sum_im_in_i^2}$, the square root of $1/\rho_{nn}$, so the law holds again between these two wire quantities, apart from wall scattering and the discreteness of the modes. In the example above $\sum_im_in_i^2=1.667\,m_e$, and the ratio to the $x$ direction is $\sqrt{0.2/1.667}=0.346$ instead of 0.517.

\section*{Two sheets}

If the Fermi surface has several ellipsoidal sheets, their conductances add. Within each sheet the square root holds, but the root of a sum is not in general the sum of the roots. At common $E_F$ and $\tau$, and with $P=\sqrt{m_xm_ym_z}$, the formulas above give $\sigma_i\propto P/m_i$ and $g_i\propto P/\sqrt{m_i}$ for each sheet.

Take one sheet with masses $(3,3,0.5)\,m_e$ and another with $(0.5,0.5,3)\,m_e$. In these relative units,
\begin{align}
\frac{\sigma_z}{\sigma_x}&=\frac{4.243+0.289}{0.707+1.732}=1.858,\\
\frac{g_z}{g_x}&=\frac{3.000+0.500}{1.225+1.225}=1.429 .
\end{align}
The square root of 1.858 is 1.363, so the ballistic ratio exceeds the prediction of the law by about 5\%. The size and sign of this deviation belong to the chosen pair. For other pairs with $m_x=m_y$ and masses between 0.3 and $3\,m_e$ it reaches about 14\% in either direction, and the two ratios can even lie on opposite sides of 1. Equation \eqref{law} thus holds for a single ellipsoid, but not for metals in general. It does survive when all sheets have the same mass ratios, because each sheet then has the same $\sigma_z/\sigma_x$ and the same $g_z/g_x$.

\section*{A wire 10 nm wide}

Return to the single ellipsoid, in a square wire of width $w=10$ nm along $x$ or $z$, with its sides along the other two axes.

\paragraph{Wall scattering.} Suppose that a long wire has rough walls, from which electrons leave with no memory of the field. An electron that left a wall a time $T$ ago has been accelerated for an effective time $\int_0^Te^{-t/\tau}dt=\tau(1-e^{-T/\tau})$ instead of $\tau$. Averaging over position in the wire and over the Fermi surface with weight $u_i^2$ reduces the conductivity to 0.580 of its bulk value along $x$ and to 0.598 along $z$. The loss is larger along $x$ because the walls are then normal to $y$ and $z$, and electrons reach the $z$ walls at the higher speed $V_z$. The diffusive ratio rises to $1.300\times0.598/0.580=1.340$, with square root 1.157. This is 1.5\% above the bulk ballistic ratio of 1.140.

\paragraph{Discrete modes.} In a short wire with smooth, impenetrable walls the transverse states are standing waves, with wavevectors $\pi r/w$ and $\pi s/w$ for $r,s=1,2,\dots$ Counting those below $E_F$ gives 1854 modes along $x$ and 2121 along $z$. The shadow areas would give 1905 and 2172. The deficit of 2 to 3\% arises because $r=0$ and $s=0$ are excluded, which removes a strip half a spacing wide along each straight edge of the quarter ellipse. The ratio hardly moves, from 1.140 to 1.144. Its last digit depends on the exact width: between 9.5 and 10.5 nm the ratio ranges from 1.137 to 1.147. Set against the square root of 1.157 found for the long wire with rough walls, the law misses by 1 to 2\%.

\paragraph{Temperature.} At 400 K and fixed chemical potential, thermal smearing changes $\sigma$ by a fraction $2.3\times10^{-5}$. It leaves the ratios unchanged when $\tau$ is constant, since ellipsoids of different energy have the same shape.

\paragraph{Constant mean free path.} If all electrons shared a mean free path instead of a relaxation time, then $\tau\propto1/|\mathbf v|$. The fastest electrons, which move along $z$, would relax soonest. The bulk diffusive ratio falls to 1.233, with square root 1.110, while the ballistic ratio stays at 1.140. The law then misses by just under 3\%.

\section*{The model beside a real metal}

The parameters were chosen to give resistivities like those of ruthenium, a hexagonal metal considered for narrow interconnects. Its resistivity is roughly 7 $\mu\Omega\,$cm at room temperature, and it conducts better along the hexagonal axis by roughly a third. The model reproduces these rough figures because its masses and relaxation time were picked to do so. Its ballistic ratio of 1.14 is a consequence of the model, not a measured property. The assumption most clearly broken is the single ellipsoid. Its semi-axis $K_x=16.5$ nm$^{-1}$ exceeds the distance $2\pi/(\sqrt3\,a)=13.4$ nm$^{-1}$ from the centre of ruthenium's Brillouin zone to the nearest side face (lattice constant $a=0.271$ nm). The ellipsoid would overlap its own periodic copies, so it cannot be a closed sheet of this metal. Ruthenium has several Fermi-surface sheets, and the 5\% deviation found above belongs to an invented pair of sheets, not to this metal. A ballistic value for ruthenium needs the shadows of its actual sheets, with each transverse wavevector counted once for every state at $E_F$ that moves towards the far contact. On a sheet that is not convex there can be more than one. In lines about 10 nm wide, rough walls would also remove some 40\% of the diffusive conductivity in this model, a much larger change than the shift in anisotropy. Grain boundaries, which are left out here, would add further resistance.

\section*{Computed values}
\begin{verbatim}
INPUTS (chosen, rough regime of an hcp interconnect metal)
mx = my: 1.30 m_e;  mz: 1.00 m_e
Fermi energy: 8.0 eV;  tau: 5.0 fs
BULK
semi-axis kx = ky: 16.522 1/nm
semi-axis kz: 14.491 1/nm
electron density: 133.6 1/nm^3
largest speed along x: 1.471 nm/fs
largest speed along z: 1.678 nm/fs
resistivity along x: 6.91 uOhm cm
resistivity along z: 5.31 uOhm cm
diffusive ratio sigma_z/sigma_x: 1.3000
its square root: 1.1402
ballistic g_x: 1.476 mS/nm^2
ballistic g_z: 1.683 mS/nm^2
ballistic ratio g_z/g_x: 1.1402
crossover length along x: 9.81 nm
crossover length along z: 11.18 nm
TILTED TEST, masses 0.2, 0.7, 3.0 m_e, n = (1,2,2)/3
g_n/g_x from integral: 0.5174
g_n/g_x from mode count: 0.5174
sqrt(sigma_nn/sigma_x): 0.5174
NEGLECTED EFFECTS, square wire of width 10 nm
diffuse walls, sigma wire/bulk along x: 0.580
diffuse walls, sigma wire/bulk along z: 0.598
diffusive ratio z/x with walls: 1.340
its square root: 1.157
hard-wall modes along x: 1854 (area rule 1905)
hard-wall modes along z: 2121 (area rule 2172)
ratio of hard-wall modes z/x: 1.1440
thermal change of sigma at 400 K: 2.3e-05 (fraction)
constant mean free path, sigma_z/sigma_x: 1.2326
its square root: 1.1102
TWO SHEETS, masses (3,3,0.5) and (0.5,0.5,3) m_e
diffusive ratio z/x: 1.8577
its square root: 1.3630
ballistic ratio z/x: 1.4289
\end{verbatim}
